# Electric and magnetic multipole emission rates, with the hydrogen 3d–1s quadrupole line

## The decision at stake

When radiative rates are tabulated for a level-population calculation, each pair of levels raises a question: which multipoles must be computed, and can a line without an electric dipole moment be dropped? The answer needs absolute rates. For hydrogen 3d→1s with a fixed nucleus, the electric quadrupole rate is about 594 per second (592.5 with the finite proton mass), against $6.47\times10^7$ per second for the dipole decay 3d→2p. The quadrupole line can be dropped from the lifetime of 3d, but not from a calculation of the direct 3d→1s emission.

## Setting and result

Hartree atomic units are used, with $4\pi\epsilon_0=1$ and $c=1/\alpha$. The electron has charge $-1$. An atom at rest goes from state $i$ to state $f$ and emits one photon with $\omega=E_i-E_f$ and $k=\omega/c$. Let $\rho$ and $\mathbf J$ be the transition densities $\langle f|\hat\rho(\mathbf r)|i\rangle$ and $\langle f|\hat{\mathbf J}(\mathbf r)|i\rangle$. To first order in the coupling to the field, and for $kr\ll1$ across the atom,

$$A(\lambda L,M)=\frac{8\pi(L+1)}{L\,[(2L+1)!!]^2}\,k^{2L+1}\,|T_{LM}|^2 .\qquad(1)$$

For electric radiation $T_{LM}$ is $Q_{LM}=\int\rho\,r^LY_{LM}^*\,d^3r$. For magnetic radiation it is the moment $\mathcal M_{LM}$ of equation (6). The rate of a level is summed over $M$ and final substates and averaged over initial substates. The power $\omega^{2L+1}$ is the frequency dependence at fixed moments; the moments themselves differ from one transition to another.

## Photons of definite angular momentum

Define $\mathbf L=-i\,\mathbf r\times\nabla$, $\Lambda=\sqrt{L(L+1)}$ and $\mathbf X_{LM}=\mathbf LY_{LM}/\Lambda$. Since $\int|\mathbf LY_{LM}|^2d\Omega=L(L+1)$, $\mathbf X_{LM}$ is normalized on the unit sphere. The divergence-free modes are

$$\mathbf a^M=j_L(kr)\mathbf X_{LM},\qquad \mathbf a^E=\frac1k\nabla\times[\,j_L(kr)\mathbf X_{LM}] .$$

Enclose the field in a sphere of large radius $R_0$. At large $r$, $j_L^2r^2$ averages to $1/(2k^2)$, so $\int|\mathbf a|^2d^3r\to R_0/(2k^2)$. The electric mode has the same norm, because $\nabla\times\nabla\times\mathbf a^M=k^2\mathbf a^M$ and the surface term does not grow with $R_0$. The normalized mode is therefore $\mathbf u=\sqrt{2k^2/R_0}\,\mathbf a$. Neighbouring wave numbers differ by $\pi/R_0$, which gives the mode density $dn/d\omega=R_0/(\pi c)$.

The field energy is $\int(E^2+B^2)d^3r/8\pi$. One photon has energy $\omega$ if the vector potential is $\mathbf A=\sum\sqrt{2\pi c^2/\omega}\,(a\mathbf u+a^\dagger\mathbf u^*)$. In Coulomb gauge the one-photon coupling is $H=-(1/c)\int\mathbf J\cdot\mathbf A\,d^3r$. The golden rule then gives

$$A=2\pi\,\frac1{c^2}\,\frac{2\pi c^2}{\omega}\,\frac{2k^2}{R_0}\,\frac{R_0}{\pi c}\,|I|^2=\frac{8\pi k}{c^2}|I|^2,\qquad I=\int\mathbf J\cdot\mathbf a^*\,d^3r,\qquad(2)$$

where $\omega=kc$ was used at the end. The radius $R_0$ has cancelled, and no expansion in $kr$ has been made.

Modes with different $L$, $M$ or type are orthogonal photon states, so their contributions to the total rate add. A detector in a fixed direction does not select one mode, so interference between multipoles can appear in the angular distribution.

## Electric radiation

Let $\psi=j_L(kr)Y_{LM}$, which obeys $\nabla^2\psi=-k^2\psi$. The rule for the curl of a cross product gives

$$\nabla\times(\mathbf r\times\nabla\psi)=\mathbf r\nabla^2\psi-3\nabla\psi+\nabla\psi-(\mathbf r\cdot\nabla)\nabla\psi .$$

Because $(\mathbf r\cdot\nabla)\nabla\psi=\nabla(r\partial_r\psi)-\nabla\psi$, the right side equals $\mathbf r\nabla^2\psi-\nabla\partial_r(r\psi)$. Multiplying by $-i$ and inserting the wave equation,

$$\nabla\times\mathbf L\psi=i\left[k^2\mathbf r\,\psi+\nabla\partial_r(r\psi)\right].$$

The conjugate of this, divided by $k\Lambda$, is $\mathbf a^{E*}$. The gradient term is integrated by parts. The operator $\hat\rho$ evolves between the two states as $e^{-i\omega t}$ in the matrix element $\langle f(t)|\hat\rho|i(t)\rangle$, so continuity reads $\nabla\cdot\mathbf J=i\omega\rho$. Hence

$$I_E=\frac{-i}{k\Lambda}\left[k^2\!\int\mathbf r\cdot\mathbf J\,\psi^*-i\omega\!\int\rho\,\partial_r(r\psi^*)\right]
=-\frac1{k\Lambda}\left[\omega\!\int\rho\,\partial_r(r\psi^*)+ik^2\!\int\mathbf r\cdot\mathbf J\,\psi^*\right].\qquad(3)$$

Continuity must hold for the states and current actually used. Approximate states, or a nonlocal potential without its extra current, can violate it, and then (3) no longer equals the integral in (2).

The small-argument form of $j_L$ supplies the double factorial. Start from $j_0=\sin x/x\to1$ and use $j_{L+1}=-x^L\,d(x^{-L}j_L)/dx$. Write $j_L=x^L(a_0+a_2x^2+\dots)$. The radial wave equation gives $[(L+2)(L+3)-L(L+1)]a_2=-a_0$, so $a_2=-a_0/[2(2L+3)]$. The recursion gives the next leading coefficient as $-2a_2=a_0/(2L+3)$. By induction,

$$j_L(x)=\frac{x^L}{(2L+1)!!}\left[1-\frac{x^2}{2(2L+3)}+\dots\right].\qquad(4)$$

To leading order, $\partial_r(rj_L)=(L+1)(kr)^L/(2L+1)!!$. The second term in (3) is smaller: with a current of size $\omega r\rho$, its ratio to the first is of order $k^2r^2$. Using $\omega/k=c$,

$$I_E=-c\sqrt{\frac{L+1}{L}}\,\frac{k^L}{(2L+1)!!}\,Q_{LM}.\qquad(5)$$

Inserting (5) in (2) cancels $c^2$ and gives (1).

For $L=1$, the prefactor is $16\pi/9$ and $\sum_M|Q_{1M}|^2=(3/4\pi)|\mathbf d|^2$, where $\mathbf d=\int\rho\,\mathbf r\,d^3r$. The rate becomes $\tfrac43k^3|\mathbf d|^2$, the dipole formula.

## Magnetic radiation and spin

Conjugation gives $(\mathbf LY)^*=i\,\mathbf r\times\nabla Y^*$. The triple product $\mathbf J\cdot(\mathbf r\times\nabla Y^*)$ equals $-(\mathbf r\times\mathbf J)\cdot\nabla Y^*$, so $\mathbf J\cdot(\mathbf LY)^*=-i(\mathbf r\times\mathbf J)\cdot\nabla Y^*$. The vector $\mathbf r\times\mathbf J$ has no radial component. The factor $j_L$ may therefore be moved inside the gradient:

$$I_M=-\frac i\Lambda\int(\mathbf r\times\mathbf J)\cdot\nabla(j_LY_{LM}^*)\,d^3r .$$

Let $\chi=r^LY_{LM}^*$, and split the current as $\mathbf J=\mathbf J_{\rm conv}+c\nabla\times\mathbf m$. The first part is the orbital current. The second comes from the spin magnetization $\mathbf m$. For a localized $\mathbf m$, integration by parts gives

$$\int[\mathbf r\times(c\nabla\times\mathbf m)]\cdot\nabla\chi=c\int(\nabla\times\mathbf m)\cdot(\nabla\chi\times\mathbf r)=c\int\mathbf m\cdot\nabla\times(\nabla\chi\times\mathbf r).$$

The field $\mathbf G=\nabla\chi$ has zero divergence and is homogeneous of degree $L-1$. Therefore $\nabla\times(\mathbf G\times\mathbf r)=3\mathbf G+(L-1)\mathbf G-\mathbf G=(L+1)\mathbf G$. Defining

$$\mathcal M_{LM}=\int\left[\frac{\mathbf r\times\mathbf J_{\rm conv}}{c(L+1)}+\mathbf m\right]\cdot\nabla(r^LY_{LM}^*)\,d^3r,\qquad(6)$$

the leading term of (4) gives

$$I_M=-ic\sqrt{\frac{L+1}{L}}\,\frac{k^L}{(2L+1)!!}\,\mathcal M_{LM}.$$

This has the same modulus as (5) with $Q$ replaced by $\mathcal M$, so (1) holds for both types.

For $L=1$ and one electron with spin factor 2, $\nabla\chi$ is constant and the moment operator is $-(\mathbf l+2\mathbf s)/(2c)$. The explicit $1/c$ explains why a magnetic rate is usually small beside an electric rate of the same $L$ when both moments have their natural size. Equal powers of $\omega$ do not imply equal rates.

## Which multipoles connect 3d to 1s

Take spinless states first. The final state has no angular momentum, so the photon must carry $L=2$. The electric moment has parity $(-1)^L$ and the magnetic moment $(-1)^{L+1}$. Both 3d and 1s are even, which leaves E2.

Spin admits other values of the total angular momentum. The leading M1 operator $\mathbf l+2\mathbf s$ leaves the radial function and $l$ unchanged, so it has no matrix element between 3d and 1s. A spin M3 moment is allowed. It contains $\mathbf m\cdot\nabla(r^3Y_{3M}^*)$, which has the same $r^2$ radial integral as E2 and a factor $1/c$, and its rate carries $k^7$ in place of $k^5$. Its rate relative to E2 is therefore $k^2/c^2\approx6\times10^{-10}$ times a numerical factor that is not computed here. The next term of (4) in the M1 integral with the spin current also contains an $r^2$ part of rank 2, so it connects 3d to 1s at this same relative order. Relativistic changes of the wave functions and of the current, left out here, enter this M1 amplitude at the same order. The spin-current term therefore gives the order of magnitude of the M1 rate, not its value.

## The 3d–1s rate

The radial functions for a fixed point nucleus are

$$R_{10}=2e^{-r},\qquad R_{32}=\frac{4}{81\sqrt{30}}\,r^2e^{-r/3}.$$

One factor $r^2$ comes from the quadrupole operator and another from the volume element:

$$R=\int_0^\infty R_{10}R_{32}\,r^4dr=\frac{8}{81\sqrt{30}}\int_0^\infty r^6e^{-4r/3}dr
=\frac{8}{81\sqrt{30}}\,6!\left(\frac34\right)^7=\frac{81\sqrt{30}}{256}.$$

Thus $R=1.7330$ and $R^2=3.0034$ in atomic units.

Since $Y_{00}=1/\sqrt{4\pi}$, an initial state with magnetic number $m$ has $Q_{2M}=-R\,\delta_{Mm}/\sqrt{4\pi}$. One value of $M$ contributes for each $m$, with the same strength, so no further average is needed. The $L=2$ prefactor is $8\pi\cdot3/(2\cdot15^2)=4\pi/75$, and

$$A=\frac{4\pi}{75}\,k^5\,\frac{R^2}{4\pi}=\frac{k^5R^2}{75}.$$

The frequency is $\omega=\tfrac12(1-\tfrac19)=\tfrac49$, and $R^2=98415/32768$. Therefore

$$A=\frac{\alpha^5}{75}\,\frac{1024}{59049}\,\frac{98415}{32768}=\frac{\alpha^5}{75}\cdot\frac{5}{3}\cdot\frac1{32}=\frac{\alpha^5}{1440}.$$

This is $1.437\times10^{-14}$ atomic units. Multiplication by $4.134\times10^{16}$ per second gives **594 per second**. The wavelength for the fixed nucleus is 102.5 nm; the finite proton mass lengthens it to 102.6 nm. In this model the energies depend on $n$ alone, so the 3p→1s dipole line has the same wavelength.

## A check without multipoles

For plane waves in a volume $V$, the mode function is $\boldsymbol\epsilon e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ and the mode density per solid angle is $Vk^2/[(2\pi)^3c]$. The golden rule and the sum over the two polarizations give

$$A=\frac{k}{2\pi c^2}\int d\Omega_{\mathbf n}\left(|\tilde{\mathbf J}|^2-|\mathbf n\cdot\tilde{\mathbf J}|^2\right),\qquad \tilde{\mathbf J}=\int\mathbf J\,e^{-ik\mathbf n\cdot\mathbf r}d^3r .$$

With the orbital current and the physical $c$, this integral gives 594.06 per second for each of the five initial substates. The long-wave value is 594.09.

A harder test sets $c=0.25$ artificially, so that $kr$ is no longer small. For 3d ($m=1$) →2p, the spherical modes then contribute 88.9% (E1), 7.3% (M2) and 3.7% (E3) of the plane-wave total. Their sum agrees with that total to rounding error. This tests the normalization in (2) and the addition of rates.

## Size of the retardation error

The small difference between the two 3d→1s values follows from the next terms in (3). For $L=2$, equation (4) gives

$$\partial_r(rj_2)=\frac{k^2}{15}\left(3r^2-\frac{5}{14}k^2r^4\right).$$

With $\langle r^n\rangle=\int R_{10}R_{32}r^{n+2}dr$, the charge term changes the amplitude by the relative amount $-(5/42)k^2\langle r^4\rangle/\langle r^2\rangle$.

For the current term, $R_{10}'/R_{10}=-1$ and $R_{32}'/R_{32}=2/r-1/3$. The orbital current $\mathbf J=\tfrac i2(\psi_f^*\nabla\psi_i-\psi_i\nabla\psi_f^*)$ and $\rho=-\psi_f^*\psi_i$ give

$$\mathbf r\cdot\mathbf J=-i\rho\left(1+\frac r3\right).$$

Its relative contribution is $+\dfrac{k^2}{3\omega}\left(1+\dfrac{\langle r^3\rangle}{3\langle r^2\rangle}\right)$. The integrals of $r^ne^{-4r/3}$ give $\langle r^3\rangle/\langle r^2\rangle=21/4$ and $\langle r^4\rangle/\langle r^2\rangle=63/2$. The amplitude therefore changes by

$$k^2\left(-\frac{15}{4}+\frac{33}{16}\right)=-\frac{27}{16}k^2,$$

and the rate by $-\tfrac{27}{8}k^2$, with $k$ in atomic units.

At the physical $k=3.243\times10^{-3}$ this is $-3.55\times10^{-5}$, the relative difference found numerically. At $c=20$ it predicts $-1.667\times10^{-3}$; the full integral gives $-1.665\times10^{-3}$. Doubling $c$ reduces the effect by a factor 3.997, close to the 4 of a $k^2$ law.

This correction should not be added alone to the 594. Relativistic corrections to the states and current are expected at the same order, $\alpha^2$.

## Nuclear motion

A larger correction comes from the finite proton mass $M_p$. With the centre of mass as origin, the electron is at $M_p\mathbf r/(M_p+1)$ and the proton at $-\mathbf r/(M_p+1)$. The quadrupole operator of $\mathbf r$ is multiplied by

$$-\frac{M_p^2}{(M_p+1)^2}+\frac1{(M_p+1)^2}=-\frac{M_p-1}{M_p+1}.$$

The reduced mass $\mu=M_p/(M_p+1)$ scales energies by $\mu$ and lengths by $1/\mu$. Thus $k^5R^2$ scales as $\mu^5\mu^{-4}=\mu$. The total factor is $\mu[(M_p-1)/(M_p+1)]^2=0.99728$, and the rate becomes 592.5 per second. To first order the reduction is $5/M_p$: one part from the reduced mass and four from the quadrupole charge. The value 594 belongs to the fixed nucleus.

## Reading the hierarchy

The ratio of the 3d→1s E2 rate to the 3d→2p E1 rate is $9.2\times10^{-6}$. This comparison involves two different frequencies: $\omega=0.4444$ for the quadrupole line and $0.0694$ for the dipole line. The higher frequency favours the quadrupole line.

Within the single transition 3d→2p the suppression is much stronger. The E3 rate is $2.3\times10^{-5}$ per second, and the M2 rate from the orbital current alone is $4.4\times10^{-5}$ per second. A complete M2 rate would also need the spin term in (6). That term is comparable in size to the orbital one and makes the rate differ between 3d$_{3/2}$ and 3d$_{5/2}$, so the orbital value shows only the order of magnitude. The two values quoted are below $10^{-12}$ of the E1 rate. The spin term, not computed here, also scales relative to E1 as $k^2/c^2$, so neither multipole matters for the lifetime.

For a hydrogen-like ion of nuclear charge $Z$, still nonrelativistic and with a fixed nucleus, $k\propto Z^2$ and $r\propto1/Z$. The 3d→1s rate becomes $Z^6\alpha^5/1440$, while the dipole rate grows as $Z^4$. The quadrupole fraction rises as $Z^2$. The expansion parameter $kr$ rises as $\alpha Z$, so for heavy ions the long-wave formula and the Schrödinger states lose accuracy together. The full mode integrals in (2), with relativistic states and currents, are then the starting point. The numerical output lists the values used here.

## Table of computed values

```
fine-structure constant alpha: 0.007297353
atomic unit of rate: 4.134137e+16 1/s
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=1: 5.585054
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=2: 0.167552
prefactor 8pi(L+1)/(L((2L+1)!!)^2), L=3: 0.003039
Test 3d(m=1) -> 2p at artificial c = 0.25 a.u.
  wave number k: 0.27778 1/bohr
  plane-wave total rate: 9.367469e-02 a.u.
  share of E1 modes: 0.889474
  share of M2 modes: 0.073099
  share of E3 modes: 0.037427
  sum of all mode shares minus 1: 6.7e-16
Hydrogen 3d -> 1s, fixed nucleus
  frequency omega: 0.444444 hartree
  wave number k: 3.243268e-03 1/bohr
  wavelength: 102.518 nm
  radial integral R, closed form: 81*sqrt(30)/256 bohr^2
  radial integral R: 1.733028 bohr^2
  R squared: 3.003387 bohr^4
  rate / alpha^5: 1/1440 a.u.
  E2 rate: 1.43702e-14 a.u.
  E2 rate: 594.09 1/s
  plane-wave rate from m=-2: 594.06 1/s
  plane-wave rate from m=-1: 594.06 1/s
  plane-wave rate from m=+0: 594.06 1/s
  plane-wave rate from m=+1: 594.06 1/s
  plane-wave rate from m=+2: 594.06 1/s
  relative retardation effect, c=20 a.u.: -1.6650e-03
  relative retardation effect, c=40 a.u.: -4.1657e-04
  ratio of these two effects: 3.9971
  relative retardation, physical c: -3.55e-05
  proton-to-electron mass ratio: 1836.1527
  finite-mass factor: 0.997281
  E2 rate with finite proton mass: 592.47 1/s
Hydrogen 3d -> 2p, fixed nucleus, physical c
  frequency omega: 0.069444 hartree
  E1 rate: 6.4686e+07 1/s
  M2 rate, orbital current only: 4.4230e-05 1/s
  E3 rate: 2.2646e-05 1/s
  (3d-1s E2 rate)/(3d-2p E1 rate): 9.1841e-06
```
